# Grid Error in the Period of a One-Dimensional Chiral Spiral

**Question.** A magnetic film with chiral exchange forms a spiral of period $L_0$ in the continuum. It is simulated on a row of cells with nearest-neighbor energies, ten cells to each $L_0$. By how much does the equilibrium period of the discrete model differ from $L_0$, and how does the error scale with the cell width?

**Answer.** The continuum period comes first, then the same minimization with differences in place of derivatives.

### The continuum spiral

Let $\mathbf m(x)$ be the unit magnetization. With exchange stiffness $A>0$ and chiral constant $D>0$, the energy density is

$$w=A|\mathbf m'|^2-D\,\hat{\mathbf y}\cdot(\mathbf m\times\mathbf m').$$

There is at first no field, no anisotropy and no stray-field energy. For a planar texture $\mathbf m=(\sin\theta,0,\cos\theta)$ the derivative is $\mathbf m'=\theta'(\cos\theta,0,-\sin\theta)$. Hence $|\mathbf m'|^2=\theta'^2$, and

$$\hat{\mathbf y}\cdot(\mathbf m\times\mathbf m')=m_zm_x'-m_xm_z'=\theta'(\cos^2\theta+\sin^2\theta)=\theta'.$$

Completing the square gives

$$w=A\theta'^2-D\theta'=A(\theta'-q_0)^2-Aq_0^2,\qquad q_0=\frac{D}{2A}.$$

The minimum is a uniform rotation with period $L_0=2\pi/q_0=4\pi A/D$. Leaving the plane does not help: the chiral factor is at most $|\mathbf m'|$, so $w\ge A|\mathbf m'|^2-D|\mathbf m'|\ge-Aq_0^2$ for any texture.

### The same energy on a grid

Let the cells have width $\Delta=L_0/N$, and let $\varphi$ be the turn between two neighbors. Then

$$\frac{|\mathbf m_{i+1}-\mathbf m_i|^2}{\Delta^2}=\frac{2(1-\cos\varphi)}{\Delta^2},\qquad
\hat{\mathbf y}\cdot\frac{\mathbf m_i\times(\mathbf m_{i+1}-\mathbf m_i)}{\Delta}=\frac{\sin\varphi}{\Delta},$$

where $\mathbf m_i\times\mathbf m_i=0$ was used. A central difference for the chiral term gives the average of $\sin\varphi/\Delta$ over the two bonds of a cell, which is the same for a uniform spiral. The energy density of a bond is therefore

$$w_b=\frac{2A}{\Delta^2}\left(1-\cos\varphi-x\sin\varphi\right),\qquad x=\frac{D\Delta}{2A}=q_0\Delta=\frac{2\pi}{N}.$$

From here on $x$ denotes this number, the turn that the continuum spiral makes over one cell. Define $\varphi^*=\arctan x$, so that $\cos\varphi^*=1/\sqrt{1+x^2}$ and $\sin\varphi^*=x/\sqrt{1+x^2}$. The two trigonometric terms combine into one:

$$w_b=\frac{2A}{\Delta^2}\left[1-\sqrt{1+x^2}\,\cos(\varphi-\varphi^*)\right].$$

The minimum is at $\varphi=\varphi^*$. The discrete period is $L=2\pi\Delta/\varphi^*$, while $L_0=2\pi\Delta/x$, so

$$\boxed{\frac{L}{L_0}=\frac{x}{\arctan x}},\qquad x=\frac{2\pi}{N}.$$

Could a non-planar chain do better? Give two neighboring spins $y$ components $u,u'$ and projections of length $p,p'$ on the $xz$ plane, with an angle $\delta$ between the projections. The part of the bond energy to be maximized is

$$\sqrt{1+x^2}\,pp'\cos(\delta-\varphi^*)+uu'\le\sqrt{1+x^2}\,(pp'+|uu'|)\le\sqrt{1+x^2}.$$

The last step is the Cauchy–Schwarz inequality with $p^2+u^2=p'^2+u'^2=1$. The planar spiral reaches this bound on every bond of a chain with free ends, so it is a global minimum.

### Ten cells per period

For $N=10$, $x=0.62832$ and $\varphi^*=0.56098$ rad, or $32.14^\circ$ per bond instead of $36^\circ$. The ratio is

$$\frac{L}{L_0}=\frac{0.62832}{0.56098}=1.120.$$

The spiral closes after 11.20 cells instead of 10: its period is 12 percent too long, relative to the continuum period of the same $A$ and $D$. As a test, an open chain of 20 spins, free to point anywhere and started near a uniform state with random tilts, was relaxed in the finite-difference energy. It gave the ratio 1.12003, as the formula does.

### Scaling with the cell width

For small $x$, $\arctan x=x-x^3/3+x^5/5-\dots$, so $L/L_0=1/(1-v)$ with $v=x^2/3-x^4/5+\dots$. Expanding $1+v+v^2$ to fourth order gives

$$\frac{L}{L_0}=1+\frac{x^2}{3}+\left(\frac19-\frac15\right)x^4+\dots=1+\frac{x^2}{3}-\frac{4x^4}{45}+\dots$$

The leading error is $4\pi^2/(3N^2)$, quadratic in the cell width. At $N=10$ this term alone gives 13.2 percent, and two terms give 11.8 percent. The full formula gives:

| Cells per $L_0$ | Period error |
|---|---|
| 5 | 39.8 % |
| 10 | 12.0 % |
| 20 | 3.2 % |
| 40 | 0.82 % |
| 80 | 0.21 % |

Each halving of the cell reduces the error by a factor that approaches four. An error of 1 percent is reached at $N=36.1$, so 37 whole cells per $L_0$ keep it below that level.

The opposite limit shows how the grid fails. As $x\to\infty$, $\arctan x\to\pi/2$: a bond never turns by as much as a right angle, however strong the chiral term. The discrete period stays above four cells, even when $L_0$ is shorter than that.

### Why the period becomes longer

The two energy terms err in opposite directions. Suppose first that the exchange alone is discretized, and the chiral term keeps its continuum form. The bond function is then $1-\cos\varphi-x\varphi$. Its local minimum, for $x<1$, obeys $\sin\varphi=x$, so $\varphi\approx x+x^3/6$ and

$$\frac{L}{L_0}=\frac{x}{\varphi}\approx1-\frac{x^2}{6}.$$

The discrete exchange is too soft at finite angle, and the spiral winds too tightly. Now discretize the chiral term alone. The function $\varphi^2/2-x\sin\varphi$ is stationary at $\varphi=x\cos\varphi\approx x(1-x^2/2)$, so

$$\frac{L}{L_0}\approx1+\frac{x^2}{2}.$$

The chiral torque, proportional to $\cos\varphi$, weakens as the angle grows, and the spiral unwinds. This error is three times the other at leading order, and the sum is $-x^2/6+x^2/2=x^2/3$. At $N=10$ the separate ratios are 0.925 and 1.165. These errors of −7.5 and +16.5 percent partly cancel. They do not simply add at this cell width, because higher orders mix the two terms; with both discretized, the full formula gives 12 percent.

The energy is affected as well. The discrete minimum lies below the uniform state by $(2A/\Delta^2)(\sqrt{1+x^2}-1)$, and the continuum minimum by $Aq_0^2=Ax^2/\Delta^2$. Their ratio is

$$\frac{2(\sqrt{1+x^2}-1)}{x^2}=1-\frac{x^2}{4}+\dots,$$

which is 0.917 at $N=10$. The grid understates the energy gain of the spiral by about 8 percent.

### Correcting the period, and a box that hides the error

If a coarse grid must be kept, the chiral constant can be changed to $D'$ so that the bond turns by $q_0\Delta$. The equilibrium condition $\tan(q_0\Delta)=D'\Delta/(2A)$ gives

$$D'=\frac{2A}{\Delta}\tan(q_0\Delta),\qquad N>4.$$

This restores the period of the free, uniform spiral but not its energy. With $D'$ the energy gain relative to the continuum is $2(\sec x-1)/x^2\approx1+5x^2/12$, now too large: at $N=10$ the full expression is 1.196, so a deficit of 8 percent becomes an excess of 20 percent. The corrected constant also depends on the cell width, so it is not a material parameter.

Periodic boundaries need care. A box of $M$ cells admits only turns $\varphi=2\pi n/M$ with integer $n$, and the lowest uniform spiral has $\varphi$ nearest to $\varphi^*$. In a box of ten cells this is $n=1$: the period is forced to be $L_0$, and the error is invisible. A box of 112 cells has its minimum at 10 turns, whereas the continuum wave number would correspond to 11.2 turns. Diagonalizing the coupling matrices of both boxes gave 1 and 10 turns.

### An ultrathin film

Take parameters in the rough range of a ferromagnetic metal film on a heavy-metal layer: $A=15$ pJ/m, $D=3$ mJ/m², saturation magnetization $M_s=1$ MA/m and thickness $t=1$ nm. Then

$$q_0=\frac{3\times10^{-3}}{2\times15\times10^{-12}}\ \mathrm{m^{-1}}=0.100\ \mathrm{nm^{-1}},\qquad L_0=62.8\ \mathrm{nm}.$$

Ten cells per period means $\Delta=6.28$ nm, and the discrete period is $1.120\times62.83=70.4$ nm. For an error of 1 percent the cell must be 1.74 nm wide. With $D'=3.47$ mJ/m² the coarse grid would return to 62.8 nm.

**Anisotropy.** Add an easy axis along the film normal $z$, with energy density $K\sin^2\theta$. The Euler–Lagrange equation $2A\theta''=2K\sin\theta\cos\theta$, multiplied by $\theta'$ and integrated, gives $A\theta'^2=C+K\sin^2\theta$. Over one turn, the period and energy per unit area are

$$L=\int_0^{2\pi}\!\sqrt{\frac{A}{C+K\sin^2\theta}}\,d\theta,\qquad
E=2\int_0^{2\pi}\!\sqrt{A(C+K\sin^2\theta)}\,d\theta-CL-2\pi D.$$

Differentiating the integral in $E$ with respect to $C$ gives $L$, which cancels the $-L$ from $-CL$. What is left is $dE/dC=-C\,dL/dC$, or $dE/dL=-C$. The mean energy $E/L$ is stationary when $dE/dL=E/L$, so $E=-CL$ and

$$\int_0^{2\pi}\sqrt{A(C+K\sin^2\theta)}\,d\theta=\pi D.$$

As $C\to0$ the period diverges. The integral is then $4\sqrt{AK}$, which sets the limit of the spiral:

$$K_c=\frac{(\pi D/4)^2}{A}=0.370\ \mathrm{MJ/m^3}.$$

**Stray field.** A cycloid of wave number $q$, uniform through the thickness, has surface charges from $m_z$ and volume charges from $m_x$. A charge sheet $\sigma\cos qx$ (with $x$ here the position) at height $z'$ has the potential $\sigma\cos(qx)\,e^{-q|z-z'|}/(2q)$. Summing over the two surfaces, and integrating over the volume charges of amplitude $qM_s$, gives the energies per film volume

$$\frac{\mu_0M_s^2}{4}\,g\quad\text{and}\quad\frac{\mu_0M_s^2}{4}(1-g),\qquad g=\frac{1-e^{-qt}}{qt}.$$

The cross term vanishes, because the surface charge is odd in $z$ and the volume charge even. The sum $\mu_0M_s^2/4$ does not depend on $q$, so the undistorted cycloid has no stray-field shift of its period.

The stray field does distort the cycloid. Its torque is that of the energy density $\tfrac12\mu_0M_s^2[g\,m_z^2+(1-g)m_x^2]$, which equals a constant plus $\tfrac12\mu_0M_s^2(2g-1)\cos^2\theta$. Compared with the uniform film, where $g=1$, this adds $\mu_0M_s^2(1-g)$ to the easy-axis anisotropy. With $g=0.952$ at $q_0$ the addition is 0.061 MJ/m³. This is an estimate for weak distortion, since higher harmonics have other values of $g$.

The addition also depends on $q$, which matters for the period. For $\theta=qx+\eta\sin2qx$ (again with $x$ the position) and small $\eta$, a total anisotropy $K$ changes the mean energy density by $2Aq^2\eta^2+K\eta/2$, at best by $-K^2/(32Aq^2)$. This gain is larger at small $q$, so a constant $K$ lengthens the period. In the film $1-g$ grows with $q$, and $K$ with it, which weakens the lengthening. Below, $K$ is held at its value for $q_0$, so the lengthening found is an overestimate at this order.

Let the uniform film have a residual anisotropy of 0.100 MJ/m³, after subtraction of its demagnetizing energy. The total is $K=0.161$ MJ/m³, below $K_c$. With this $K$ held constant, the continuum period rises to $1.040L_0$. On the unchanged grid of 6.28 nm cells it is $1.171L_0$, an error of 12.6 percent relative to the continuum with the same $K$. This constant anisotropy shifts the period itself by 4 percent but leaves the grid error close to its former size. With the full $q$-dependent stray field the shift is smaller: the continuum period is $1.024L_0$ and the grid period $1.144L_0$, an error of 11.7 percent. The grid error stays near 12 percent only for weak anisotropy; at a constant $K=0.30$ MJ/m³, closer to $K_c$, it is about 17.5 percent.

**Temperature.** In a strip of width $b=60$ nm that stays coherent across its width, a bond has the volume $tb\Delta$. For fine cells its energy near the minimum is $\tfrac12(2Atb/\Delta)(\varphi-\varphi^*)^2$, which gives an angular variance $k_BT\Delta/(2Atb)$. The bonds of a free planar chain fluctuate independently, so over the $L_0/\Delta$ bonds of one period the variances add to

$$\langle\delta\theta^2\rangle=\frac{k_BTL_0}{2Atb}.$$

At 300 K the rms phase is 0.38 rad, or 6 percent of a turn. This is a random scatter of single periods. The estimate is one-dimensional. An interfacial chiral term also acts across the width and tilts the spins at the edges; in a strip as narrow as $L_0$, without anisotropy or stray field, this lengthens the period by about 4 percent and raises the rms phase to about 0.41 rad. The mean turn stays at $\varphi^*$, because the energy is symmetric about it. Any thermal change of $A/D$ would shift the period in proportion and is not computed here.

**Beside the real case.** The chosen $D$ is at or above the upper end of what such films offer at 1 nm thickness, where values of 1 to 2 mJ/m² are more usual. Half of it, at fixed $A$, would double $L_0$ and reduce $K_c$ fourfold to 0.093 MJ/m³. The residual anisotropy alone would then exceed the limit, and the constant-$K$ model would have no spiral ground state. In a real film the stray field also lowers the energy of alternating domains, so a modulated state can survive above this limit: for the halved $D$ and the full stray field of an extended film, a modulated state with a period between 220 and 300 nm, about twice the new $L_0$, lies below the uniform one. The assumption of zero anisotropy therefore matters: a constant $K$ of 0.161 MJ/m³ changes the period by 4 percent at the original $D$, and within the constant-$K$ model the spiral is lost beyond $K_c$. Disorder, applied fields and two-dimensional textures such as skyrmions lie outside the estimate.

The atoms form a grid too. For a simple nearest-neighbor chain with a spacing of 0.25 nm, the same formula gives a lengthening of 0.02 percent. The 12 percent therefore belongs to the 6.28 nm cells and their two-point differences, not to the magnet. The numerical output below lists the values for the chain and for the model with $K=0.161$ MJ/m³.

## Calculated quantities

```
Exchange stiffness A = 15.0 pJ/m
Chiral constant D = 3.0 mJ/m^2
Saturation magnetization = 1.0 MA/m
Film thickness = 1.0 nm
Strip width = 60 nm
Temperature = 300 K
Continuum wave number q0 = 0.1000 rad/nm
Continuum period L0 = 62.83 nm
Cell width at N=10 = 6.283 nm
x = q0*cell = 0.62832 rad
Discrete turn per bond = 0.56098 rad
Discrete turn per bond = 32.14 degrees
Discrete period = 11.200 cells
Discrete period = 70.37 nm
Period ratio, formula = 1.12003
Period ratio, relaxed 3D spins = 1.12003
Leading error x^2/3 = 13.16 percent
Two-term error = 11.77 percent
Period error at N=5: 39.838 percent
Period error at N=10: 12.003 percent
Period error at N=20: 3.207 percent
Period error at N=40: 0.817 percent
Period error at N=80: 0.205 percent
N for 1 percent error = 36.13 cells per L0
Cell for 1 percent error = 1.739 nm
Ratio, only exchange discretized = 0.9248
Ratio, only chiral term discretized = 1.1653
Energy gain, discrete/continuum = 0.9170
Corrected D at N=10 = 3.4690 mJ/m^2
Turns in periodic box of 10 cells = 1
Turns in periodic box of 112 cells = 10
Residual anisotropy = 0.100 MJ/m^3
Film factor g at q0 = 0.95163
Stray energy/(mu0 Ms^2), numerical = 0.25000
Stray-field added anisotropy = 0.0608 MJ/m^3
Total anisotropy used = 0.1608 MJ/m^3
Critical anisotropy = 0.3701 MJ/m^3
Continuum period/L0 with anisotropy = 1.0402
Ring period/L0 with anisotropy, N=200 = 1.0405
Ring period/L0 with anisotropy, N=10 = 1.1714
Grid error with anisotropy, N=10 = 12.61 percent
Continuum energy gain density = 0.1500 MJ/m^3
Energy gain per period of strip = 136.5 kT
Thermal rms phase over L0 = 0.3802 rad
Thermal rms period scatter = 6.05 percent
Atomic spacing = 0.25 nm
Atomic-lattice period shift = 0.0208 percent
```
